# Super-CI orbital optimization: Brillouin metric, rotations and linear convergence: test program

```python
"""Super-CI orbital optimization for a complete-active-space wave function.

Result under test: a cycle (active CI, then super-CI, then rotation x = c/c0)
maps a small orbital error e to M e, with M = A^-1 (V - B): linear convergence.
  |0>   active-space CI state;  |mu> = (E_pq - E_qp)|0>  Brillouin states
  S     overlap of Brillouin states, delta_pr D_qs - delta_qs D_pr
  A     <mu|H - E0|nu>;   B  <0|H E_mu E_nu|0> (symmetrized)
  V     second-order response of the active CI coefficients
  G     2(A + B - V), Hessian of the energy with the CI relaxed
Model: Pariser-Parr-Pople chain, energies in hartree, lengths in bohr.
Core-core repulsion, a constant, is omitted.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh, expm, logm
from scipy.sparse import csr_matrix, hstack, identity, kron, vstack
from scipy.sparse.linalg import expm_multiply

# ---------- model ----------
n = 6
hops = np.array([0.07, 0.12, 0.07, 0.12, 0.07])
site_energy = np.array([0.00, 0.03, 0.00, -0.02, 0.00, 0.04])
onsite_u, spacing = 0.40, 2.6
position = spacing * np.arange(n)
distance = np.abs(position[:, None] - position[None, :])
repulsion = 1 / np.sqrt(distance**2 + 1 / onsite_u**2)
hopping = np.diag(site_energy) - np.diag(hops, 1) - np.diag(hops, -1)
core_attraction = -(repulsion.sum(axis=1) - onsite_u)
h_site = hopping + np.diag(core_attraction)

# ---------- determinants and excitation operators ----------
strings = list(combinations(range(n), 3))
where = {s: k for k, s in enumerate(strings)}
ns = len(strings)


def string_excitation(p, q):
    m = np.zeros((ns, ns))
    for col, s in enumerate(strings):
        if q in s and (p == q or p not in s):
            new = sorted([r for r in s if r != q] + [p])
            sign = (-1) ** (s.index(q) + new.index(p))
            m[where[tuple(new)], col] = sign
    return csr_matrix(m)


one = identity(ns, format="csr")
E = [[None] * n for _ in range(n)]
for p in range(n):
    for q in range(n):
        e = string_excitation(p, q)
        E[p][q] = csr_matrix(kron(e, one) + kron(one, e))
flat = [E[p][q] for p in range(n) for q in range(n)]
tall, wide = csr_matrix(vstack(flat)), csr_matrix(hstack(flat))
dim = ns * ns


def integrals(C):
    pair = np.einsum("mp,mq->mpq", C, C).reshape(n, n * n)
    return C.T @ h_site @ C, pair.T @ repulsion @ pair


def apply_h(hg, vecs):
    """Hamiltonian acting on the columns of vecs (determinants of the MOs)."""
    h, g = hg
    k = vecs.shape[1]
    one_body = h - 0.5 * np.einsum("prrq->pq", g.reshape(n, n, n, n))
    ev = (tall @ vecs).reshape(n * n, dim * k)
    inner = (0.5 * g @ ev).reshape(n * n, dim, k)
    inner = inner + one_body.reshape(-1, 1, 1) * vecs[None]
    return wide @ inner.reshape(n * n * dim, k)


# ---------- active space: orbitals 0,1 inactive; 2,3 active; 4,5 virtual ----
inactive, active, virtual = (0, 1), (2, 3), (4, 5)
sa, sb = where[(0, 1, 2)], where[(0, 1, 3)]
csf = np.zeros((dim, 3))
csf[sa * ns + sa, 0] = 1
csf[sb * ns + sb, 1] = 1
csf[[sa * ns + sb, sb * ns + sa], 2] = 1 / np.sqrt(2)
pairs = ([(a, i) for a in virtual for i in inactive]
         + [(t, i) for t in active for i in inactive]
         + [(a, t) for a in virtual for t in active])
npair = len(pairs)
exc = [E[p][q] for p, q in pairs]
kap = [csr_matrix(E[p][q] - E[q][p]) for p, q in pairs]


def antisym(x):
    X = np.zeros((n, n))
    for value, (p, q) in zip(x, pairs):
        X[p, q], X[q, p] = value, -value
    return X


def rotate(C, x):
    return C @ expm(antisym(x))


def displacement(C_ref, C):
    Y = np.real(logm(C_ref.T @ C))
    return np.array([0.5 * (Y[p, q] - Y[q, p]) for p, q in pairs])


def casci(C):
    hg = integrals(C)
    w, v = eigh(csf.T @ apply_h(hg, csf))
    return w, csf @ v, hg


def cas_energy(C):
    return casci(C)[0][0]


def density(ref):
    return np.array([[ref @ (E[p][q] @ ref) for q in range(n)]
                     for p in range(n)])


def metric_from_density(D):
    S = np.zeros((npair, npair))
    for m, (p, q) in enumerate(pairs):
        for k, (r, s) in enumerate(pairs):
            S[m, k] = (p == r) * D[q, s] - (q == s) * D[p, r]
    return S


def super_ci(C):
    w, states, hg = casci(C)
    ref = states[:, 0]
    b = np.column_stack([K @ ref for K in kap])
    hb = apply_h(hg, b)
    grad = 2 * ref @ hb
    S = metric_from_density(density(ref))
    A = b.T @ hb - w[0] * S
    A = 0.5 * (A + A.T)
    sval, svec = eigh(S)
    root = svec @ np.diag(sval**-0.5) @ svec.T
    big = np.zeros((npair + 1, npair + 1))
    big[0, 1:] = big[1:, 0] = root @ grad / 2
    big[1:, 1:] = root @ A @ root
    val, vec = eigh(big)
    x = root @ vec[1:, 0] / vec[0, 0]
    return dict(w=w, states=states, hg=hg, ref=ref, b=b, grad=grad, S=S,
                A=A, x=x, eps=val[0], weight=vec[0, 0]**2)


# ---------- checks at a non-stationary point ----------
start = rotate(eigh(hopping)[1], 0.05 * np.ones(npair))
first = super_ci(start)
ref0, D0 = first["ref"], density(first["ref"])
explicit_overlap = first["b"].T @ first["b"]
metric_error = np.abs(explicit_overlap - first["S"]).max()
assert metric_error < 1e-12
assert np.abs(csf.T @ first["b"]).max() < 1e-12
assert max(np.abs(E[q][p] @ ref0).max() for p, q in pairs) < 1e-12

unit = np.eye(npair)
step = 1e-4
fd_grad = np.array([(cas_energy(rotate(start, step * u))
                     - cas_energy(rotate(start, -step * u))) / (2 * step)
                    for u in unit])
grad_error = np.abs(fd_grad - first["grad"]).max()
assert grad_error < 1e-7

x0 = first["x"]
Xhat = csr_matrix(sum(c * K for c, K in zip(x0, kap)))
turned = expm_multiply(Xhat, ref0)[:, None]
e_state = (turned.T @ apply_h(first["hg"], turned))[0, 0]
r = ref0[:, None]
e_orbital = (r.T @ apply_h(integrals(rotate(start, x0)), r))[0, 0]
assert abs(e_state - e_orbital) < 1e-10


def conversion_error(s):
    linear = ref0 + s * first["b"] @ x0
    return np.linalg.norm(expm_multiply(s * Xhat, ref0) - linear)


conversion_ratio = conversion_error(0.1) / conversion_error(0.05)
assert 3.7 < conversion_ratio < 4.3

# ---------- the optimization ----------
C, orbitals, energies, shortened = start, [], [], 0
for cycle in range(400):
    now = super_ci(C)
    orbitals.append(C)
    energies.append(now["w"][0])
    if np.linalg.norm(now["grad"]) < 1e-11:
        break
    x = now["x"]
    if np.linalg.norm(x) > 0.5:
        x = 0.5 * x / np.linalg.norm(x)
        shortened += 1
    C = rotate(C, x)
assert np.linalg.norm(now["grad"]) < 1e-11
best, star, e_star = C, now, now["w"][0]

# ---------- matrices at the solution ----------
ref, A, w = star["ref"], star["A"], star["w"]
h_ref = apply_h(star["hg"], ref[:, None])[:, 0]
B = np.array([[h_ref @ (P @ (Q @ ref)) for Q in exc] for P in exc])
B = 0.5 * (B + B.T)
h_b = apply_h(star["hg"], star["b"])
V = np.zeros((npair, npair))
for k in range(1, 3):
    state = star["states"][:, k]
    v = state @ h_b + np.array([(K @ state) @ h_ref for K in kap])
    V += np.outer(v, v) / (w[k] - w[0])
G = 2 * (A + B - V)


def fd_hessian(energy, d=1e-3):
    H = np.zeros((npair, npair))
    centre = energy(best)
    for i in range(npair):
        for j in range(i + 1):
            if i == j:
                H[i, i] = (energy(rotate(best, d * unit[i])) - 2 * centre
                           + energy(rotate(best, -d * unit[i]))) / d**2
            else:
                total = 0.0
                for si in (1, -1):
                    for sj in (1, -1):
                        xx = d * (si * unit[i] + sj * unit[j])
                        total += si * sj * energy(rotate(best, xx))
                H[i, j] = H[j, i] = total / (4 * d**2)
    return H


def frozen_energy(C):
    return ref @ apply_h(integrals(C), ref[:, None])[:, 0]


hess_error = np.abs(fd_hessian(cas_energy) - G).max()
frozen_error = np.abs(fd_hessian(frozen_energy) - 2 * (A + B)).max()
assert hess_error < 2e-5 and frozen_error < 2e-5

# ---------- imaginary rotations with frozen CI: curvature 2(A - B) ----------
imag_val, imag_vec = eigh(A - B)
imag_error = 0.0
for u in (imag_vec[:, 0], np.ones(npair) / np.sqrt(npair)):
    K = csr_matrix(sum(c * (E[p][q] + E[q][p])
                       for c, (p, q) in zip(u, pairs)))
    s, curve = 2e-3, -2 * e_star
    for sign in (1, -1):
        z = expm_multiply(1j * sign * s * K, ref.astype(complex))[:, None]
        curve += np.real((z.conj().T @ apply_h(star["hg"], z))[0, 0])
    imag_error = max(imag_error, abs(curve / s**2 - 2 * u @ (A - B) @ u))
assert imag_error < 1e-4
min_A, min_G = eigh(A)[0][0], eigh(G)[0][0]
assert min_A > 0 and min_G > 0 and imag_val[0] > 0

# ---------- error-propagation matrix against the real cycle ----------
M = np.linalg.solve(A, V - B)
lam, modes = eigh(V - B, A)
lead = np.argmax(np.abs(lam))
rate = abs(lam[lead])
rate_frozen = np.abs(eigh(-B, A)[0]).max()
assert rate < 1


def cycle_error(e):
    C = rotate(best, e)
    return displacement(best, rotate(C, super_ci(C)["x"]))


d = 3e-4
jacobian = np.column_stack([(cycle_error(d * u) - cycle_error(-d * u))
                            / (2 * d) for u in unit])
jac_error = np.abs(jacobian - M).max()
assert jac_error < 1e-4

# ---------- observed convergence ----------
errors = [displacement(best, C) for C in orbitals]
norms = np.array([np.sqrt(e @ A @ e) for e in errors])
late = max(k for k in range(len(norms) - 1) if norms[k + 1] > 1e-7)
late_ratio = norms[late + 1] / norms[late]
assert abs(late_ratio / rate - 1) < 0.05
mismatch = (np.linalg.norm(errors[late + 1] - M @ errors[late])
            / np.linalg.norm(errors[late]))
assert mismatch < 0.01
de = np.array(energies) - e_star
ke = max(k for k in range(len(de)) if de[k] > 1e-9)
quadratic_energy = 0.5 * errors[ke] @ G @ errors[ke]
assert abs(de[ke] / quadratic_energy - 1) < 0.01

# ---------- same start, two steps: super-CI against Newton ----------
mode = modes[:, lead] / np.linalg.norm(modes[:, lead])


def newton_error(e):
    C = rotate(best, e)
    return displacement(best, rotate(C, -np.linalg.solve(
        G, super_ci(C)["grad"])))


sizes = (0.002, 0.001)
sci_left = [np.linalg.norm(cycle_error(s * mode)) for s in sizes]
newton_left = [np.linalg.norm(newton_error(s * mode)) for s in sizes]
assert 1.8 < sci_left[0] / sci_left[1] < 2.2
assert newton_left[0] / newton_left[1] > 3

# ---------- full CI, lowest state even under exchange of spins ----------
fw, fv = eigh(apply_h(star["hg"], np.eye(dim)))
e_full = next(fw[k] for k in range(dim)
              if np.sum(fv[:, k].reshape(ns, ns)
                        * fv[:, k].reshape(ns, ns).T) > 0.5)
assert e_full < e_star

# ---------- report ----------
print("hoppings (hartree):", hops)
print("site energies (hartree):", site_energy)
print(f"on-site U {onsite_u:.2f} hartree, spacing {spacing:.1f} bohr")
print(f"determinants {dim}, singlet CSFs {csf.shape[1]}, rotations {npair}")
print("START")
print("active density matrix D_22 D_23 D_33:",
      np.round([D0[2, 2], D0[2, 3], D0[3, 3]], 5))
print("metric eigenvalues:", np.round(eigh(first["S"])[0][:6], 4))
print("   continued:", np.round(eigh(first["S"])[0][6:], 4))
print(f"metric, largest deviation: {metric_error:.1e}")
print(f"gradient norm {np.linalg.norm(first['grad']):.5f} hartree")
print(f"gradient, largest deviation: {grad_error:.1e} hartree")
print(f"super-CI eigenvalue minus E0: {first['eps']:.6f} hartree")
print(f"weight of |0> in super-CI vector: {first['weight']:.5f}")
print(f"rotation norm |x|: {np.linalg.norm(x0):.5f} rad")
print(f"conversion error, x halved: ratio {conversion_ratio:.3f}")
print("CYCLES: k, E-E* (hartree), A-norm error (hartree^1/2), next/this")
shown = sorted(set(range(7)) | {late - 2, late - 1, late})
for k in [k for k in shown if 0 <= k <= late]:
    print(f"{k:3d} {de[k]:.3e} {norms[k]:.3e} {norms[k+1]/norms[k]:.4f}")
print(f"cycles to gradient norm 1e-11: {len(orbitals) - 1}")
print(f"shortened steps: {shortened}")
print("SOLUTION")
print(f"starting energy {energies[0]:.8f} hartree")
print(f"CASSCF energy   {e_star:.8f} hartree")
print(f"full CI energy  {e_full:.8f} hartree")
occ = eigh(density(ref)[2:4, 2:4])[0]
print("active natural occupations:", np.round(occ[::-1], 5))
print(f"lowest eigenvalue of A: {min_A:.5f} hartree")
print(f"lowest eigenvalue of G: {min_G:.5f} hartree")
print(f"lowest eigenvalue of A-B: {imag_val[0]:.5f} hartree")
print(f"Hessian deviation, CI relaxed: {hess_error:.1e} hartree")
print(f"Hessian deviation, CI frozen: {frozen_error:.1e} hartree")
print(f"imaginary curvature deviation: {imag_error:.1e} hartree")
print("eigenvalues of M:", np.round(lam[:6], 4))
print("   continued:", np.round(lam[6:], 4))
print(f"predicted error ratio: {rate:.5f}, squared {rate**2:.5f}")
print(f"observed late error ratio: {late_ratio:.5f}")
print(f"energy-error ratio at k={ke-1}: {de[ke]/de[ke-1]:.5f}")
print(f"rate from B alone (CI frozen): {rate_frozen:.5f}")
print(f"Jacobian of cycle minus M, largest: {jac_error:.1e}")
print("error left from 0.002 and 0.001 rad along slowest mode (rad):")
print(f"  super-CI {sci_left[0]:.3e} {sci_left[1]:.3e}")
print(f"  Newton   {newton_left[0]:.3e} {newton_left[1]:.3e}")
print("every check passed")
```

Output:

```
hoppings (hartree): [0.07 0.12 0.07 0.12 0.07]
site energies (hartree): [ 0.    0.03  0.   -0.02  0.    0.04]
on-site U 0.40 hartree, spacing 2.6 bohr
determinants 400, singlet CSFs 3, rotations 12
START
active density matrix D_22 D_23 D_33: [ 1.46646 -0.26361  0.53354]
metric eigenvalues: [0.4642 0.4642 0.4642 0.4642 1.5358 1.5358]
   continued: [1.5358 1.5358 2.     2.     2.     2.    ]
metric, largest deviation: 2.2e-16
gradient norm 0.19896 hartree
gradient, largest deviation: 1.5e-09 hartree
super-CI eigenvalue minus E0: -0.019994 hartree
weight of |0> in super-CI vector: 0.93282
rotation norm |x|: 0.24007 rad
conversion error, x halved: ratio 4.000
CYCLES: k, E-E* (hartree), A-norm error (hartree^1/2), next/this
  0 2.275e-02 1.710e-01 0.4144
  1 2.530e-03 7.087e-02 0.5475
  2 7.378e-04 3.880e-02 0.5356
  3 2.126e-04 2.078e-02 0.5212
  4 5.804e-05 1.083e-02 0.5124
  5 1.528e-05 5.550e-03 0.5075
  6 3.942e-06 2.816e-03 0.5049
 17 1.059e-12 1.459e-06 0.5022
 18 2.673e-13 7.327e-07 0.5022
 19 6.795e-14 3.680e-07 0.5022
cycles to gradient norm 1e-11: 34
shortened steps: 0
SOLUTION
starting energy -3.05973123 hartree
CASSCF energy   -3.08248274 hartree
full CI energy  -3.10605657 hartree
active natural occupations: [1.31745 0.68255]
lowest eigenvalue of A: 0.14894 hartree
lowest eigenvalue of G: 0.22262 hartree
lowest eigenvalue of A-B: 0.15258 hartree
Hessian deviation, CI relaxed: 7.3e-07 hartree
Hessian deviation, CI frozen: 7.3e-07 hartree
imaginary curvature deviation: 9.6e-07 hartree
eigenvalues of M: [-0.329  -0.1659 -0.1386 -0.1196 -0.0694 -0.0223]
   continued: [0.0196 0.069  0.1031 0.1218 0.2517 0.5022]
predicted error ratio: 0.50220, squared 0.25221
observed late error ratio: 0.50219
energy-error ratio at k=11: 0.25230
rate from B alone (CI frozen): 0.32896
Jacobian of cycle minus M, largest: 6.2e-08
error left from 0.002 and 0.001 rad along slowest mode (rad):
  super-CI 1.002e-03 5.017e-04
  Newton   2.661e-06 6.646e-07
every check passed
```
